# Why coherent twins reflect electrons weakly and disordered boundaries more strongly

## A boundary that the electron cannot see

Take an fcc metal stacked along [111], with one s orbital per atom and hopping between nearest neighbours alone. Each atom touches six atoms in its own layer, three in the layer above and three in the layer below. Let an electron travel along the stacking direction with the same amplitude on every atom of a layer. If $\psi_n$ is the amplitude on layer $n$ and each bond contributes $-t_1$, with $t_1>0$, then

$$E\psi_n=-6t_1\psi_n-3t_1(\psi_{n-1}+\psi_{n+1}).$$

The first term collects the six in-plane bonds, the second the three bonds on each side.

In the perfect crystal the layers follow the sequence ABCABC. At a coherent twin boundary the sequence turns round, as in ABCBA. An atom still sits in a hollow of each adjacent layer and still has three neighbours there. The equation does not record which set of hollows is occupied, so it is the same in every layer, and a wave crosses the twin without reflection.

Now remove one fifth of the bonds of one layer. Its six in-plane bonds become 4.8 on average and its three bonds to each side become 2.4. The equation for this layer differs from the others, and the wave is in general partly reflected.

This is the core of the contrast between the two boundaries. Three questions remain: what the twin does when hopping reaches further, how strong the disordered barrier is, and when "coordination" is a safe guide. The model throughout has orthogonal s orbitals with equal site energies, taken as the energy zero. It omits directional orbitals, charge redistribution, relaxation, spin and phonons.

## What a delta barrier does

For a free electron of mass $m$ meeting a potential $S\delta(x)$, write

$$\psi=e^{ikx}+re^{-ikx}\ (x<0),\qquad \psi=\tau e^{ikx}\ (x>0).$$

Continuity at $x=0$ gives $1+r=\tau$. Integrating the Schrödinger equation across the origin gives the jump in slope, $\psi'(0^+)-\psi'(0^-)=(2mS/\hbar^2)\psi(0)$, hence

$$ik\tau-ik(1-r)=\frac{2mS}{\hbar^2}\tau .$$

Since $1-r=2-\tau$, the left side is $2ik(\tau-1)$. Solving for $\tau$ and using $v=\hbar k/m$,

$$\tau=\frac{1}{1+iS/(\hbar v)},\qquad R=1-|\tau|^2=\frac{S^2}{S^2+(\hbar v)^2}.$$

What counts is the strength relative to $\hbar v$. A slow electron is reflected more than a fast one, and the sign of $S$ does not affect $R$.

A chain of layers obeys the same law. Let $T=-3t_1$ be the interlayer coupling, and measure energy from the in-plane value, $E'=E+6t_1$. A wave that gains phase $\theta$ per layer has $E'=2T\cos\theta$. Raise the energy of layer 0 by $u$:

$$(E'-u)\psi_0=T(\psi_{-1}+\psi_1).$$

With $\psi_0=\tau=1+r$, the neighbours are $\psi_1=\tau e^{i\theta}$ and

$$\psi_{-1}=e^{-i\theta}+(\tau-1)e^{i\theta}=\tau e^{i\theta}-2i\sin\theta .$$

Substitution gives $(2T\cos\theta-u-2Te^{i\theta})\tau=-2iT\sin\theta$. The bracket equals $-u-2iT\sin\theta$. Define the slope $w=dE/d\theta=-2T\sin\theta$, which is positive for $0<\theta<\pi$ because $T<0$. Then

$$\tau=\frac{w}{w+iu},\qquad R=\frac{u^2}{u^2+w^2}.$$

For layer spacing $a$ the wavenumber is $\theta/a$, so $\hbar v=aw$. Multiplying $u$ and $w$ by $a$ recovers the continuum law with $S=ua$.

## Why the twin is nearly transparent

### Oblique incidence

The opening case had equal amplitudes within each layer. For a general in-plane wavevector $\mathbf k_\parallel$, the bonds to the next layer carry phases:

$$F(\mathbf k_\parallel)=\sum_{\boldsymbol\rho}t(r_{\boldsymbol\rho})\,e^{i\mathbf k_\parallel\cdot\boldsymbol\rho},$$

where $\boldsymbol\rho$ is the lateral displacement to a neighbour, $r_{\boldsymbol\rho}$ the bond length and $t(r)$ the hopping. Beyond the twin plane the stacking shift is reversed, so each $\boldsymbol\rho$ becomes $-\boldsymbol\rho$ and $F$ becomes $F^*$. The magnitude is unchanged.

Let $F_n=|F|e^{i\varphi_n}$ couple layers $n-1$ and $n$, and let $e_\parallel$ be the in-plane energy. Then

$$E\psi_n=e_\parallel\psi_n+F_{n+1}\psi_{n+1}+F_n^*\psi_{n-1}.$$

Set $\psi_n=e^{-i\chi_n}\phi_n$ with $\chi_n-\chi_{n-1}=\varphi_n$. In the upward term the phase is $\varphi_{n+1}-\chi_{n+1}=-\chi_n$; in the downward term it is $-\varphi_n-\chi_{n-1}=-\chi_n$. The common factor cancels:

$$E\phi_n=e_\parallel\phi_n+|F|(\phi_{n+1}+\phi_{n-1}).$$

This is a uniform chain, so $R=0$ for every propagating wave. The argument needs one orbital per atom and coupling between adjacent layers alone. The second shell of fcc meets the second condition: its six atoms, at $\sqrt2$ times the nearest-neighbour distance $d$, lie three in each adjacent layer. The twin is therefore transparent in this model as long as hopping stops at the second shell. A three-dimensional test with nearest-neighbour hopping found 19 open channels and a total transmission of 19.000000.

### Where reflection begins

Layers two apart are separated by a height $2\sqrt{2/3}\,d$, whose square is $8d^2/3$. In the perfect crystal they are also displaced laterally by $d/\sqrt3$, so an atom has three neighbours there at squared distance $(8/3+1/3)d^2=3d^2$. Across the twin plane, the two layers that flank it are directly in register. The three neighbours at $\sqrt3\,d$ are replaced by one at $\sqrt{8/3}\,d$. The next atoms in that layer, at squared distance $11d^2/3$, lie beyond the cutoff at the third fcc shell.

The counts locate the defect. An atom in the twin plane keeps the bulk numbers: 12, 6 and 24 neighbours in the first three shells. An atom in a flanking layer keeps 12 and 6, but has one neighbour at $\sqrt{8/3}\,d$ and 21 at $\sqrt3\,d$.

At normal incidence the whole change is one altered coupling between layers $-1$ and $+1$:

$$\delta=t\!\left(\sqrt{8/3}\,d\right)-3t\!\left(\sqrt3\,d\right).$$

Its reflection follows from first-order scattering. The incident wave $e^{i\theta n}$ acted on by the altered coupling gives a source $\delta e^{i\theta}$ on layer $-1$ and $\delta e^{-i\theta}$ on layer $+1$. The response of the perfect chain to a unit source on layer $m$ is

$$G_{n-m}=\int_{-\pi}^{\pi}\frac{d\theta'}{2\pi}\frac{e^{i\theta'(n-m)}}{E+i0-E(\theta')} .$$

For $n>m$, near the outgoing pole the denominator is $-w(\theta'-\theta)+i0$. The pole lies just above the real axis, and closing the contour upward gives $-ie^{i\theta(n-m)}/w$; other poles give terms that decay with distance. By symmetry, the far response on either side is $e^{i\theta|n-m|}/(iw)$. Far to the left, $|n-m|=m-n$, so the coefficient of $e^{-i\theta n}$ is

$$r\simeq\frac{1}{iw}\left[e^{-i\theta}\,\delta e^{i\theta}+e^{i\theta}\,\delta e^{-i\theta}\right]=\frac{2\delta}{iw},\qquad R_{\rm twin}\simeq\left(\frac{2\delta}{w}\right)^2 .$$

A weak site barrier gives $r\simeq u/(iw)$. For reflection at leading order, the twin therefore acts like a delta barrier of strength $2|\delta|a$. The equivalence does not extend to the transmitted phase: the forward matrix element is $2\delta\cos2\theta$, whereas a site barrier has $u$ in both directions. Here $w$ is the slope of the band with all three shells included.

## Why a disordered layer reflects more

Suppose that every bond of layer 0 is kept with mean fraction $p$, and replace the layer by its lateral average. With nearest neighbours alone, its in-plane energy changes from $-6t_1$ to $-6pt_1$, a rise of

$$\Delta=6t_1(1-p).$$

Its coupling to each adjacent layer becomes $pT$. The equations for layers 0 and 1 are

$$(E'-\Delta)\psi_0=pT(\psi_{-1}+\psi_1),\qquad E'\psi_1=pT\psi_0+T\psi_2,$$

and layer $-1$ obeys the mirror image of the second. Define $\tilde\psi_0=p\psi_0$. The second equation then has its bulk form. In the first, put $\psi_0=\tilde\psi_0/p$ and divide by $p$:

$$\frac{E'-\Delta}{p^2}\,\tilde\psi_0=T(\psi_{-1}+\psi_1).$$

This is the equation of a site barrier if $E'-u=(E'-\Delta)/p^2$, or

$$u(E')=E'\left(1-\frac1{p^2}\right)+\frac{\Delta}{p^2}.$$

No approximation entered after the lateral average. The layer is a delta barrier in the chain sense, but its strength depends on energy. Lost in-plane bonds remove bonding energy and raise the layer; lost interlayer bonds change how well the layer is connected.

At the middle of the normal-incidence band, $E'=0$ and $w=6t_1$, so $u/w=(1-p)/p^2$ and

$$R=\frac{(1-p)^2}{(1-p)^2+p^4}.$$

For slight damage this tends to $(1-p)^2$. As $p\to0$ it tends to 1, because the layer cuts the crystal in two.

### An energy at which the barrier vanishes

Setting $u=0$ gives $E'(1-p^2)=\Delta$. Since $1-p^2=(1-p)(1+p)$,

$$E'=\frac{6t_1}{1+p},\qquad \cos\theta=-\frac1{1+p},$$

where the second form uses $E'=-6t_1\cos\theta$. At this energy the two effects of bond loss cancel and the averaged layer is transparent. Below it the barrier is repulsive, above it attractive. For the averaged layer, bond loss therefore does not bring reflection at every energy. A random layer still scatters at the cancellation: with bonds removed at random at $p=0.8$, the total reflection there is 0.17 to 0.18 and the coherent part about 0.02. The transparency is a property of the lateral average alone.

## How large the effect is

The example uses round parameters and stands for no particular metal or Fermi level. The hopping is $t(r)=-t_1e^{-q(r/d-1)}$ with $t_1=1$ eV and $q=4$, cut after $\sqrt3\,d$. The layer spacing is $a=0.2$ nm, the bond fraction is $p=0.8$, and the wave has normal incidence with $\theta=\pi/2$.

**Twin.** The two hoppings in $\delta$ are $-0.0795$ eV and $-0.0535$ eV, so

$$\delta=-0.0795+3(0.0535)=0.081\ \text{eV}.$$

With this cutoff, the three lost neighbours together outweigh the closer one gained. The balance is set by the cutoff: admitting the six atoms at $\sqrt{11/3}\,d$ changes $\delta$ to $-0.074$ eV. With $w=7.79$ eV,

$$R_{\rm twin}\simeq\left(\frac{2\times0.0810}{7.79}\right)^2=4.3\times10^{-4}.$$

Wave matching, which includes the evanescent waves and all orders in $\delta$, gives the same two digits. The equivalent strength is $2|\delta|a=0.032$ eV nm.

The size depends strongly on the hopping tail and on where it is cut. With the cut after $\sqrt3\,d$, the reflection is $1.7\times10^{-3}$ for $q=3$ and $9.8\times10^{-5}$ for $q=5$. These values are not converged in the cutoff. At normal incidence $\delta$ is a difference of two sums over a whole layer, and these nearly cancel once the exponential tail is kept: for $q=4$ the reflection falls to $2\times10^{-7}$ with a cut at $3.1\,d$ and to about $1.5\times10^{-8}$ at $5\,d$, where $q=3$ gives $5\times10^{-9}$ and $q=5$ gives $3\times10^{-8}$. The figure $4.3\times10^{-4}$ belongs to the three-shell model only. What does not depend on the tail is that the twin reflects nothing unless hopping reaches beyond the second shell. Its size is set by the chosen tail and by the slope $w$, and it grows towards the band edges, where $w$ vanishes.

**Disordered layer.** The mean coordination falls from 12 to 9.6. The rise is $\Delta=6(0.2)=1.2$ eV and the barrier is $u=1.2/0.64=1.875$ eV. Thus $S=1.875\times0.2=0.375$ eV nm, while $\hbar v=6\times0.2=1.2$ eV nm, and

$$R=\frac{0.375^2}{0.375^2+1.2^2}=0.089 .$$

This value has nearest neighbours alone, for which the twin reflects nothing. A like-for-like ratio needs all three shells on both sides. Scaling every bond of the layer by 0.8 then gives $R=0.049$, about 110 times the twin value. This ratio also belongs to the three-shell cutoff: with the cut at $4$ to $5\,d$ the disordered value moves only to 0.043, while the ratio exceeds $10^6$. The drop from 0.089 comes largely from the steeper band: putting $w=7.79$ eV in place of 6 eV, with $u$ held at 1.875 eV, already gives 0.055.

The barrier of the nearest-neighbour layer vanishes at $E'=6/1.8=3.33$ eV, or $\theta=2.16$ rad. The comparison made at $\theta=\pi/2$ must not be carried over to that energy.

## When coordination misleads

### Twelve neighbours, but stretched bonds

A boundary can keep its coordination number and still reflect. Widen one interlayer gap at the twin by 10%, leaving every atom with twelve neighbours. The stretched bonds have length

$$\frac rd=\sqrt{\frac13+\frac23(1.1)^2}=1.068,$$

and their hopping is reduced by $\beta=e^{-4(0.0677)}=0.763$.

Let the weakened coupling $\beta T$ join layers 0 and 1, with incident and reflected waves up to layer 0 and a wave $\tau e^{i\theta n}$ from layer 1 on. The left-hand wave, continued to layer 1, would satisfy the bulk equation at layer 0. Comparing it with the true equation there, and doing the same at layer 1, gives

$$e^{i\theta}+re^{-i\theta}=\beta\tau e^{i\theta},\qquad \tau=\beta(1+r).$$

Eliminating $\tau$,

$$r=-\frac{(1-\beta^2)e^{i\theta}}{e^{-i\theta}-\beta^2e^{i\theta}} .$$

The squared modulus of the denominator is $1+\beta^4-2\beta^2\cos2\theta$. With $\cos2\theta=1-2\sin^2\theta$ this becomes $(1-\beta^2)^2+4\beta^2\sin^2\theta$, so

$$R=\frac{(1-\beta^2)^2}{(1-\beta^2)^2+4\beta^2\sin^2\theta}.$$

With nearest-neighbour hopping alone, the result at $\theta=\pi/2$ is $R=0.070$, although no neighbour has been lost. A 10% widening is a large strain chosen for illustration; for small strain $R$ grows as its square, and a 1% widening gives $7\times10^{-4}$. Neighbour numbers and bond lengths must therefore both be checked. The coherent twin keeps both in its first two shells.

### Disorder is not its average

Real bond loss varies from atom to atom. To see what lateral averaging omits, bonds of the boundary layer were removed at random with probability 0.2, in a periodic cell of $10\times10$ atoms with nearest-neighbour hopping. The incident wave had $\mathbf k_\parallel=0$ and $E'=0$, and 80 samples were taken.

The coherent specular reflection, obtained from the mean reflected amplitude, was 0.058. This is 0.65 of the averaged-barrier value. The total reflection was $0.107\pm0.002$, the uncertainty being the standard error over samples. So, for this cell, the one-dimensional barrier overestimates the coherent part by about half and underestimates the total by about a sixth, relative to the random-bond results. The remainder of the total, about 0.05, is reflection that fluctuates between samples, most naturally read as diffuse scattering into other directions.

The calculation does not isolate the cause of the reduced coherent part. The quoted uncertainty covers sampling alone. A periodic cell admits only a discrete set of outgoing directions, so the total shifts with cell size by much more than that uncertainty. Cells from $11\times11$ to $25\times25$ give totals of 0.120 to 0.126, so the averaged barrier falls short by about a quarter rather than a sixth, while the coherent part stays between 0.057 and 0.063. The averaged barrier gives the right order of magnitude here, but it is not a quantitative theory of a random boundary.

## What to do about it

For a metal line in which boundary scattering matters, the mid-band results at normal incidence favour coherent twins over disordered layers, other things being equal. That energy corresponds to only about 0.17 electron per atom. At one electron per atom the Fermi level of the model lies above the top of the normal-incidence band, so that channel is closed and only oblique waves conduct. Averaged over them, the three-shell model gives a reflection of about 0.016 for the twin and 0.16 for the averaged layer: the same order of preference, but a ratio near 10. The disordered layer of the model lies between crystals of equal orientation. An ordinary grain boundary joins misoriented grains, and the effect of that mismatch is not included here. The benefit belongs to the coherent plane. Steps, missing atoms or a strained gap change couplings that the ideal twin preserves, and should be assessed as separate scatterers.

For a calculation on a specific metal, four checks follow from the analysis.

1. Relax the boundary, then compare neighbour numbers and distances shell by shell with the bulk. A coordination number by itself would have passed the stretched boundary above.

2. Compute transmission with the metal's own orbitals and sum over $\mathbf k_\parallel$ at the Fermi level. The phase argument for the twin treats each interlayer coupling as one complex number. With p or d orbitals it is a matrix that depends on bond direction, and layer phases need not remove the change. Preserved coordination then suggests weak reflection but does not prove it.

3. For a disordered boundary, average over several structures and record the specular and total reflection separately. Diffuse transmission also redirects electrons, so a resistance estimate needs the full distribution of outgoing waves.

4. If a one-dimensional model is wanted afterwards, invert the delta law, $R[S^2+(\hbar v)^2]=S^2$, to obtain

$$|S|=\hbar v\sqrt{\frac{R}{1-R}} .$$

For the random layer in the $10\times10$ cell, the total $R=0.107$ and $\hbar v=1.2$ eV nm give $|S|=0.42$ eV nm, against 0.375 eV nm from the lateral average; the totals of the larger cells give about 0.45 eV nm. The fitted number reproduces one reflection probability at one energy. It should be refitted when the energy or the direction of incidence changes, because the barrier derived above is itself a function of energy, and the in-plane energy altered by bond loss varies with direction.

## Values computed for the example and the checks

```
hopping t1 = 1.0 eV, decay q = 4.0
layer spacing a = 0.2 nm, bonds kept p = 0.8
phase per layer theta = 1.5708 rad
narrow barrier R = 0.37176, delta law R = 0.37175
neighbours at squared distance 1, 2, 8/3, 3 (units d^2):
  fcc bulk: 12, 6, 0, 24
  twin plane: 12, 6, 0, 24
  layer next to twin plane: 12, 6, 1, 21
t(sqrt(8/3) d) = -0.07950 eV
t(sqrt(3) d) = -0.05349 eV
altered coupling delta = 0.08098 eV
adjacent-layer coupling, all shells = -3.8932 eV
second-layer coupling, all shells = -0.1605 eV
dE/dtheta, all shells = 7.7863 eV
twin strength 2|delta|a = 0.03239 eV nm
twin R: wave matching = 4.332e-04, formula = 4.326e-04
twin R for decay q = 3.0: 1.654e-03
twin R for decay q = 5.0: 9.799e-05
mean coordination of disordered layer = 9.6
in-plane energy rise Delta = 1.200 eV
disordered site barrier u = 1.8750 eV
disordered strength S = u a = 0.3750 eV nm
hbar v, nearest neighbours = 1.2000 eV nm
disordered R, nearest neighbours = 0.08897
disordered R, all three shells = 0.04867
ratio disordered/twin, all shells = 112.4
transparent phase theta = 2.1598 rad
transparent energy E' = 3.3333 eV
stretched gap: neighbours = 12, bond = 1.0677 d
stretched gap: beta = 0.7627, R = 0.06991
3D cell: 10 x 10 atoms, 80 samples, E = -6.0 eV
3D twin: open channels = 19, transmission = 19.000000
random bonds: coherent specular R = 0.0578
random bonds: total R = 0.1067 +/- 0.0022 (std. error)
random coherent R / averaged-barrier R = 0.650
```
